# Landau-Teller vibrational relaxation by steepest descent, with a chlorine plasma example, part 2

A vibrating molecule can lose a quantum in a collision. The Landau-Teller (bare) law gives the probability; this part examines its limits for chlorine.

The bond has stretch $y$, oscillator mass $m$ and angular frequency $\omega$, and lies along the line of approach. The colliding pair has reduced mass $\mu$, separation $r$, speed $v$ along the line of centres and $E=\mu v^2/2$. The wall is $V=V_0e^{-\alpha(r-\lambda y)}$, where $\lambda$ is the nearer atom's displacement per unit stretch. The classical path ignores the released quantum and the yielding of the bond.

With $F$ the force on the bond and $\tilde F=\int Fe^{i\omega t}dt$, an oscillator at rest gains on average
$$\varepsilon=\frac{|\tilde F|^2}{2m\hbar\omega}=\frac{P_0}{4\sinh^2(\pi\omega/\alpha v)},\qquad P_0=\frac{8\pi^2\mu^2\omega\lambda^2}{m\hbar\alpha^2}$$
quanta, and $P_{1\to0}=\varepsilon e^{-\varepsilon}$. For small $\varepsilon$ and slow collisions,
$$P(v)=P_0\,e^{-v_*/v},\qquad v_*=\frac{2\pi\omega}{\alpha}. \tag{1}$$

In the average with weight $e^{-E/kT}dE/kT$, the exponent $\Phi(v)=\mu v^2/2kT+v_*/v$ is least at $v_0=v_*/\chi$, where $\chi=(\mu v_*^2/kT)^{1/3}$ and $\Phi''(v_0)=3\mu/kT$. Then
$$\langle P\rangle\simeq P_0\sqrt{\frac{2\pi\chi}{3}}\;e^{-3\chi/2}, \tag{3}$$
with first correction factor $1+5/(18\chi)$. Defining $\Theta$ by $3\chi/2=(\Theta/T)^{1/3}$ and $X=T^{-1/3}$,
$$\frac{d\ln\langle P\rangle}{dX}=-\Theta^{1/3}+\frac{T^{1/3}}{2}+\dots \tag{5}$$

The rectangle argument of Part 1 compares an integral on the real axis with that on a parallel line, where the integrand is multiplied by a constant, and uses the residues between them. It gives
$$S(\kappa)=\int_{-\infty}^{\infty}\mathrm{sech}^2\tau\,e^{i\kappa\tau}d\tau=\frac{\pi\kappa}{\sinh(\pi\kappa/2)}.$$
The units of Part 1 are $\mu=m=\alpha=\omega=1$, with $\lambda=1/2$.

The example is Cl$_2(v{=}1)$ (here $v$ is the vibrational level) in Cl$_2$ at 500 K and 10 mTorr: $\hbar\omega=0.069$ eV, $\alpha=40$ nm$^{-1}$, $\mu=35.45$ u, $m=\mu/2$, $\lambda=1/2$. Hence $v_*=16467$ m/s, $\chi=13.22$, $v_0=1245$ m/s (0.285 eV), $P_0=1444$, $P(v_0)=2.6\times10^{-3}$ and $\langle P\rangle=1.885\times10^{-5}$.

### Saturation

Replacing $\varepsilon$ by $\varepsilon e^{-\varepsilon}$ multiplies the average by 0.985. This is more than $P(v_0)=0.0026$ suggests, because the correction $-\varepsilon^2$ has twice the adiabatic exponent and favours faster collisions. Doubling $v_*$ multiplies $\chi$ by $2^{2/3}$, so (3) gives
$$\frac{\langle\varepsilon^2\rangle}{\langle\varepsilon\rangle}\simeq P_0\,2^{1/3}\exp\left[-\frac{3\chi}{2}(2^{2/3}-1)\right]=0.016,$$
close to the computed reduction of 0.015. The difference between $4\sinh^2$ and its exponential limit is invisible at the printed accuracy.

### Recoil

The classical path ignores the quantum released into the relative motion. To treat it, use quantum waves on the wall, with initial and final speeds $v$ and $v'$, where $\mu(v'^2-v^2)/2=\hbar\omega$. With $z=(2/\hbar\alpha)\sqrt{2\mu V_0}\,e^{-\alpha r/2}$, $d/dr=-(\alpha/2)z\,d/dz$ and the wave equation becomes
$$\left(z\frac{d}{dz}\right)^2\phi+(q^2-z^2)\phi=0,\qquad q=\frac{2\mu v}{\hbar\alpha}.$$
The solution that decays inside the wall is the Bessel function
$$K_{iq}(z)=\int_0^\infty e^{-z\cosh t}\cos qt\,dt .$$
As $z\to0$ put $w=(z/2)e^t$. This gives $K_{iq}\to\mathrm{Re}[(2/z)^{iq}\Gamma(iq)]$; the term from the lower limit is imaginary and drops out. The reflection formula gives $|\Gamma(iq)|^2=\pi/(q\sinh\pi q)$, so the wave of unit sine amplitude is $\phi_q=\sqrt{q\sinh(\pi q)/\pi}\,K_{iq}$.

The overlap needed is that of two such functions. Extending the $t$ integrals to the whole line and integrating over $z$,
$$\int_0^\infty zK_{iq}K_{iq'}dz=\frac14\iint\frac{e^{iqt+iq't'}}{(\cosh t+\cosh t')^2}\,dt\,dt' .$$
Put $t=\sigma+\tau$, $t'=\sigma-\tau$, with Jacobian 2 and $\cosh t+\cosh t'=2\cosh\sigma\cosh\tau$. The integral factorizes into
$$\frac18S(q+q')S(q-q')=\frac{\pi^2}{4}\,\frac{q'^2-q^2}{\cosh\pi q'-\cosh\pi q}.$$

A unit sine wave carries incident flux $v/4$. In a box of length $L$ its normalized form has a factor $\sqrt{2/L}$, and the density of final states is $L/(\pi\hbar v')$. The golden rule, divided by the flux, is
$$P=\frac{4}{v}\,\frac{2\pi}{\hbar}\,\frac{2M^2}{\pi\hbar v'}=\frac{16M^2}{\hbar^2vv'} .$$
Here $M=\alpha\lambda\sqrt{\hbar/2m\omega}\int\phi_q\phi_{q'}V\,dr$. With $V=\hbar^2\alpha^2z^2/8\mu$ and $|dr|=2\,dz/(\alpha z)$, this is $M=\lambda\sqrt{\hbar/2m\omega}\,(\hbar^2\alpha^2/4\mu)J$, where $J=\int z\phi_q\phi_{q'}dz$. Since $qq'=4\mu^2vv'/(\hbar\alpha)^2$, $P=2\lambda^2\hbar\alpha^2J^2/(m\omega qq')$. Inserting $J$ and $q'^2-q^2=8\mu\omega/(\hbar\alpha^2)$,
$$P=P_0\frac{\sinh\pi q\,\sinh\pi q'}{(\cosh\pi q'-\cosh\pi q)^2}. \tag{6}$$

For large $q$ this becomes $P_0/[4\sinh^2(\pi(q'-q)/2)]$, and $q'-q=2\omega/(\alpha\bar v)$ with $\bar v=(v+v')/2$. The classical formula thus survives with the mean of the two speeds. That mean is close to the speed at energy $\bar E=E+\hbar\omega/2$. Changing the integration variable from $E$ to $\bar E$ in the Boltzmann weight gives
$$\langle P\rangle\to e^{\hbar\omega/2kT}\langle P\rangle .$$
The rule gives 2.23 at 500 K; the average of (6) gives 2.17. Most of the difference is due to $\bar v$. With $\delta=\hbar\omega/2\bar E$, $\bar v$ is smaller than the speed at $\bar E$ by the fraction $\delta^2/8$, which costs $e^{-\chi\delta^2/8}=0.976$ at $\bar E=0.285$ eV.

Equation (6) is symmetric in the two speeds. An upward transition needs initial energy above $\hbar\omega$, so its average is $e^{-\hbar\omega/kT}$ times the downward one. A rate code should impose this relation; the undisturbed classical path would make the two rates equal.

### Attraction

Let the wall belong to a Morse well of depth $D$, $V=D(e^{-\alpha r}-2e^{-\alpha r/2})$, with the origin of $r$ at the minimum. Put $w=e^{\alpha r/2}$. Energy conservation becomes $\dot w^2=(\alpha^2/2\mu)(Ew^2+2Dw-D)$, solved by
$$w=\frac{\sqrt{D(E+D)}}{E}\,(\cosh at-\cos\beta),\qquad \cos\beta=\sqrt{\frac{D}{E+D}},\qquad a=\frac{\alpha v}{2}.$$
The bond force is $\lambda V'(r)=-\lambda\mu\ddot r$, with $\dot r=(2/\alpha)\dot w/w$. At each zero of $w$, $\dot w/w$ has a simple pole of residue one, so its derivative behaves as $-1/(t-t_j)^2$. Between the real axis and the line $\mathrm{Im}\,t=2\pi/a$ these zeros are $t_1=i\beta/a$ and $t_2=i(2\pi-\beta)/a$. The rectangle argument of Part 1 then gives
$$|\tilde F|=\frac{4\pi\mu\omega\lambda}{\alpha}R,\qquad \varepsilon=P_0R^2,\qquad
R=\frac{e^{-\omega\beta/a}+e^{-\omega(2\pi-\beta)/a}}{1-e^{-2\pi\omega/a}}. \tag{7}$$
For slow collisions $\varepsilon\simeq P_0e^{-2\omega\beta/a}$. Since $\beta=\arctan\sqrt{E/D}$, the exponent $v_*/v$ is multiplied by $(2/\pi)\arctan\sqrt{E/D}$, and $P_0$ is unchanged. Newton's equations, in the units of Part 1, agreed with (7) to one part in $10^5$ at $v=1$, $D=0.2$ and at $v=0.8$, $D=0.05$.

With $D=0.026$ eV the average rises by a factor of 17. At $v_0$ the exponent falls by $G=(2/\pi)\chi\arctan\sqrt{D/E}=2.47$, a factor of 12. The remainder arises mostly because the optimum moves to slower collisions, where the well helps more. To second order, a small term $-G(v)$ added to the exponent $\Phi$ lowers its minimum by a further $G'^2/2\Phi''$, here about 0.29. The term is not very small here: the actual further drop is 0.42, which would make the factor 18, and the factors outside the exponent bring it to 17.

This large number depends on tying the range of the attraction to that of the wall. If the attraction is instead so gradual that it merely speeds up the pair before the wall is reached, $P$ depends on $E+D$. The same change of variable as for recoil gives the factor $e^{D/kT}=1.8$. The well depth alone does not settle the correction.

### Orientation and rotation

Let the push act along the line joining the two atoms that touch, and let $c$ and $c'$ be the cosines between the two bonds and this line. For bond length $r_e$, a force $F$ on an end atom exerts the torque $F(r_e/2)\sqrt{1-c^2}$. The moment of inertia is $mr_e^2$, so that atom gains the extra acceleration $F(1-c^2)/4m=F(1-c^2)/2\mu$ along the line. The partner behaves likewise. The contact therefore responds with mass
$$\mu_c=\rho\mu,\qquad \rho=\left[1+\frac{1-c^2}{2}+\frac{1-c'^2}{2}\right]^{-1}.$$
Thermal rotation adds velocity consistently: the contact speed has variance $kT/\mu_c$. The coupling becomes $\lambda=c/2$. With the angles frozen during the push, $P_0$ scales as $c^2\rho^2$, $\chi$ as $\rho^{1/3}$ and the contact flux as $\rho^{-1/2}$. Relative to the collinear result, an orientation contributes
$$c^2\rho^{5/3}\exp\left[\frac{3\chi}{2}(1-\rho^{1/3})\right].$$
For $c=1$, $c'=0$ this is about 6: a light, fast contact outweighs the lost momentum. Averaging uniformly over both cosines gives 2.5 for the whole effect. This holds for frozen angles, and turning during the push is not a small correction. Classical trajectories of rigid, freely turning molecules at 500 K, with the bare wall acting between two touching atoms 0.33 nm apart, give about 6 instead of 2.5. This value counts, besides the wall force along the bond, the centrifugal pull on the bond, which changes as the push spins the molecule up; the wall force alone gives about 4.5. The later statements on the effect of turning refer to the value 6. The estimates below keep the frozen angles. Anisotropy of the contact surface is also omitted.

### Combined estimate and temperature dependence

The combined estimate averages $\rho^{-1/2}\varepsilon e^{-\varepsilon}$ over $E$, $c$ and $c'$, using (7) with mass $\rho\mu$, coupling $c/2$ and energy $E+\hbar\omega/2$. At 500 K it gives $1.4\times10^{-3}$, which is 74 times the Landau-Teller value. The separate factors would multiply to about 90. They overlap: for a shallow well $G\simeq(2/\pi)\sqrt{2\chi D/kT}$, so the smaller $\chi$ of a rotating contact weakens the gain from attraction, and larger probabilities saturate more. The first effect is the larger: attraction and rotation together give a factor of 34, where their product would be 42.

The combined estimate still omits the turning of the molecules, which more than doubles the average for the bare wall, and the yielding of the bonds during the push. In a collision of two chlorine molecules both bonds yield. The effect is weaker for tilted molecules than for collinear ones; classical trajectories averaged over energy and orientation show that it would lower the combined value at 500 K by about a third.

The correction varies strongly with temperature:

| $T$ (K) | Landau-Teller | combined |
|---|---|---|
| 300 | $5.2\times10^{-7}$ | $3.6\times10^{-4}$ |
| 500 | $1.9\times10^{-5}$ | $1.4\times10^{-3}$ |
| 1200 | $2.5\times10^{-3}$ | $1.3\times10^{-2}$ |

Between 300 and 1200 K the mean slope against $T^{-1/3}$ is $-153$ K$^{1/3}$ for the bare law but $-65$ K$^{1/3}$ for the combined estimate. Recoil, attraction and rotation all help more in cold gas, and saturation lowers the combined value at 1200 K by about a fifth. Reading $\alpha$ from the combined slope with the bare law, where $\alpha\propto\Theta^{-1/2}$, would overestimate it by a factor of 3 to 4.

### Meaning for the plasma

The gas density is $1.93\times10^{20}$ m$^{-3}$. With a collision diameter $d=0.5$ nm, the collision rate is $n\pi d^2\sqrt{8kT/\pi\mu}=8.3\times10^4$ s$^{-1}$. By the lifetime of $v=1$ we mean the mean time for a collision to remove its quantum. Excitation to $v=2$, which for a harmonic oscillator occurs at $2e^{-\hbar\omega/kT}=0.40$ times the downward rate, is not counted. This lifetime is the inverse of the collision rate times $\langle P\rangle$: 640 ms for the bare law and 8.7 ms for the combined estimate. The mean free path $\ell=1/(\sqrt2\,n\pi d^2)$ is 4.7 mm. The estimate $\ell\bar c/3$ for the diffusion coefficient, with molecular mean speed $\bar c=386$ m/s, gives 0.60 m$^2$/s. A diffusion length of 3 cm is then covered in $(0.03)^2/0.60$ s $=1.5$ ms. This elementary estimate is low: kinetic theory for hard spheres of the same diameter gives 1.06 m$^2$/s and 0.85 ms.

In this model most excited molecules reach the wall before a molecular collision relaxes them. Whether they lose the quantum there depends on the surface. At fixed temperature the collisional lifetime varies as $1/p$ and the diffusion time as $p$, so they meet near $10\sqrt{8.65/1.50}=24$ mTorr, or 32 mTorr with the hard-sphere coefficient.

The temperature, pressure and vibrational quantum are roughly typical of a low-pressure chlorine etching plasma; $\alpha$, $D$ and $d$ are rough effective values. The attraction is the least certain correction. With the gradual well, the product of the separate factors is about 10, giving $\langle P\rangle\approx1.8\times10^{-4}$ and a lifetime near 66 ms. The empirical Millikan-White correlation gives an energy relaxation time of about 75 ms under these conditions. For a harmonic oscillator the lifetime of $v=1$ is shorter by the factor $1-e^{-\hbar\omega/kT}=0.80$, which makes it about 60 ms. The combined estimate of 8.7 ms is therefore probably much too short for real chlorine, and the pressure at which the two times meet would be about 2.6 times higher. The closeness of 66 ms to the empirical value does not confirm so rough a model: the yielding of the bonds, omitted here too, would lengthen the 66 ms by nearly half, while the turning of the molecules during the push would shorten it by more than half. Real plasmas also break the assumption of a purely molecular gas. With 10% Cl atoms and equal encounter rate constants, atoms match the combined molecular relaxation if they quench in 1.3% of encounters. Atom exchange could supply such a channel, but its probability is not computed here. Electron impact and exchange of quanta between molecules are also omitted. The lifetimes therefore describe one loss channel, not the vibrational population of a reactor. The numerical output below gives the remaining values.

## Table of computed values

```
INPUTS (rough typical values for a chlorine etching plasma)
gas temperature 500 K, pressure 10 mTorr
vibrational quantum 0.069 eV, omega 1.0483e+14 rad/s
wall steepness alpha 40 1/nm, well 0.026 eV
reduced mass mu 35.45 u, m 17.725 u
collision diameter 0.5 nm, diffusion length 3 cm
LANDAU-TELLER AVERAGE
vstar 16467 m/s, thermal sqrt(kT/mu) 342.4 m/s
dominant speed v0 1245 m/s, width 198 m/s
energy at v0 0.285 eV, kT 0.0431 eV
chi 13.223, exponent 3chi/2 19.835, Theta 3.9018e+06 K
P0 1443.8, P(v0) 2.610e-03
<P> leading 1.8472e-05, with 5/(18chi) 1.8860e-05
<P> by quadrature 1.8854e-05
slope d ln<P>/d(T^-1/3): numerical -153.62, formula -153.46 K^(1/3)
  of which -Theta^(1/3) -157.43 K^(1/3)
ACCURACY: quadrature / leading term, and 1+5/(18chi)
chi    5: 1.053545  1.055556
chi   10: 1.027257  1.027778
chi   20: 1.013756  1.013889
chi  160: 1.001734  1.001736
NEGLECTED EFFECTS at the gas temperature, factor on <P>
full sinh form instead of exponential 1.0000
saturation eps*exp(-eps) 0.9850
recoil: quantum 2.167, exp(hbar omega/2kT) 2.227
attraction (Morse well) 16.84
orientation and rotation 2.485
alpha raised by 10 percent 2.72
all but the alpha change together 74.0, <P> 1.395e-03
TEMPERATURE TABLE: T/K, chi, <P> quadrature, <P> leading, <P> combined
  300  15.678 5.152e-07 5.063e-07 3.645e-04
  500  13.223 1.885e-05 1.847e-05 1.395e-03
  800  11.306 3.105e-04 3.031e-04 4.936e-03
 1200   9.876 2.484e-03 2.418e-03 1.340e-02
PLASMA TIMES
gas density 1.931e+20 1/m3, collision rate 8.289e+04 1/s
mean free path 4.66 mm
v=1 lifetime, bare Landau-Teller 639.9 ms
v=1 lifetime, combined estimate 8.65 ms
diffusion time to the wall 1.50 ms
Cl-atom quenching probability that matches Cl2 (10% atoms, equal rate constants) 1.26e-02
```
